# How the direct Auger activation factor changes with temperature: a numerical check

```python
"""
Direct Auger recombination, two electrons + one hole -> one hot electron.
Result under test: for parabolic bands the least initial kinetic energy is
    E_a = E_g * m_e / (m_e + m_h),
and the activation factor is F(T) = exp(-E_a / (k_B T)).
E_g: gap; m_e, m_h: electron and hole masses in free-electron masses;
k_B: Boltzmann constant; T: temperature. Carriers are non-degenerate.
The rate density R is the thermal average of the energy delta function
for a constant matrix element, at fixed carrier densities.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh

KB = physical_constants["Boltzmann constant in eV/K"][0]
HARTREE = physical_constants["Hartree energy in eV"][0]

gap = 0.8
m_e, m_h = 0.045, 0.45
T1, T2 = 300.0, 350.0
gap_drop = 0.020


def barrier(eg, me, mh):
    return eg * me / (me + mh)


def activation(energy, temperature):
    return np.exp(-energy / (KB * temperature))


def threshold_by_eigenvalue(eg, me, mh):
    """Minimize initial kinetic energy subject to both conservation laws.

    Both are quadratic forms in the three collinear wavevectors; the other
    Cartesian components have the same forms. Returns energy in eV and
    wavevectors in inverse bohr.
    """
    kinetic = np.diag([0.5 / me, 0.5 / me, 0.5 / mh])
    release = np.ones((3, 3)) / (2 * me) - kinetic
    values, vectors = eigh(release, kinetic)
    largest = values[-1]
    k = vectors[:, -1] * np.sqrt(eg / HARTREE / largest)
    k *= np.sign(k.sum())
    return eg / largest, k


def rate_density(temperature):
    """Thermal average of the energy delta function, in 1/eV."""
    kt = KB * temperature
    a = (m_e + m_h) / m_e

    def integrand(x):
        u = (gap / kt + x) / a
        return 0.5 * x**2 * np.exp(-x) * np.sqrt(u) * np.exp(-u)

    value = quad(integrand, 0, 60, epsabs=1e-13, epsrel=1e-10)[0]
    return 2 / np.sqrt(np.pi) * value / (a * kt)


def rate_leading(temperature):
    """Form of the rate density for k_B T much smaller than the gap."""
    kt = KB * temperature
    a = (m_e + m_h) / m_e
    ea = barrier(gap, m_e, m_h)
    return (2 / np.sqrt(np.pi) / (a * kt) * np.sqrt(ea / kt)
            * (a / (a + 1))**3 * activation(ea, temperature))


def rate_sampled(temperature, rng, half_width=0.02, chunks=16, size=250000):
    """Same average from random momentum vectors of the three carriers."""
    kt = KB * temperature
    hits = 0
    for _ in range(chunks):
        total = np.zeros((size, 3))
        initial = np.zeros(size)
        for mass in (m_e, m_e, m_h):
            p = rng.standard_normal((size, 3)) * np.sqrt(mass * kt)
            total += p
            initial += (p**2).sum(axis=1) / (2 * mass)
        mismatch = (total**2).sum(axis=1) / (2 * m_e) - gap - initial
        hits += np.count_nonzero(np.abs(mismatch) < half_width)
    return hits / (chunks * size * 2 * half_width)


# Threshold: eigenvalue minimum against the closed formula, several masses
for me, mh in ((m_e, m_h), (m_h, m_e), (0.2, 0.3), (1.0, 1.0)):
    found, k = threshold_by_eigenvalue(gap, me, mh)
    assert abs(found - barrier(gap, me, mh)) < 1e-10
    velocity = k / np.array([me, me, mh])
    assert np.ptp(velocity) < 1e-9 * abs(velocity[0])

Ea, k_min = threshold_by_eigenvalue(gap, m_e, m_h)
shares = k_min**2 / (2 * np.array([m_e, m_e, m_h])) * HARTREE
k_final = k_min.sum()
E_final = k_final**2 / (2 * m_e) * HARTREE
assert abs(E_final - gap - barrier(gap, m_e, m_h)) < 1e-10

# Thermal average: quadrature against sampling (statistical error near 0.5 %)
rng = np.random.default_rng(12345)
R1, R2 = rate_density(T1), rate_density(T2)
S1, S2 = rate_sampled(T1, rng), rate_sampled(T2, rng)
assert abs(S1 / R1 - 1) < 0.02
assert abs(S2 / R2 - 1) < 0.02

# Leading form omits terms of relative order k_B T / gap
L1, L2 = rate_leading(T1), rate_leading(T2)
assert abs(L1 / R1 - 1) < 0.06 and abs(L2 / R2 - 1) < 0.06
assert abs((L2 / L1) / (R2 / R1) - 1) < 0.01

F1, F2 = activation(Ea, T1), activation(Ea, T2)
log_change = Ea / KB * (1 / T1 - 1 / T2)
assert abs(np.log(F2 / F1) - log_change) < 1e-10

F2_shifted = activation(barrier(gap - gap_drop, m_e, m_h), T2)
Ea_holes = barrier(gap, m_h, m_e)
H1, H2 = activation(Ea_holes, T1), activation(Ea_holes, T2)

print(f"gap: {gap:.3f} eV")
print(f"electron mass: {m_e:.3f} free-electron masses")
print(f"hole mass: {m_h:.3f} free-electron masses")
print(f"temperatures: {T1:.0f} K and {T2:.0f} K")
print(f"Boltzmann constant: {KB:.6e} eV/K")
print(f"thermal energy at {T1:.0f} K: {KB*T1:.6f} eV")
print(f"thermal energy at {T2:.0f} K: {KB*T2:.6f} eV")
print(f"ratio a = (m_e+m_h)/m_e: {(m_e+m_h)/m_e:.4f}")
print(f"activation energy: {Ea:.6f} eV = {Ea/HARTREE:.6f} hartree")
print(f"kinetic energy of each initial electron: {shares[0]:.6f} eV")
print(f"kinetic energy of initial hole: {shares[2]:.6f} eV")
print(f"kinetic energy of final electron: {E_final:.6f} eV")
print(f"wavevector of each initial electron: {k_min[0]:.6f} 1/bohr")
print(f"wavevector of initial hole: {k_min[2]:.6f} 1/bohr")
print(f"wavevector of final electron: {k_final:.6f} 1/bohr")
print(f"exponent E_a/(k_B T) at {T1:.0f} K: {Ea/(KB*T1):.5f}")
print(f"exponent E_a/(k_B T) at {T2:.0f} K: {Ea/(KB*T2):.5f}")
print(f"activation factor at {T1:.0f} K: {F1:.5f}")
print(f"activation factor at {T2:.0f} K: {F2:.5f}")
print(f"change of its logarithm: {log_change:.5f}")
print(f"ratio of activation factors: {F2/F1:.4f}")
print(f"difference of activation factors: {F2-F1:.5f}")
print(f"relative increase: {100*(F2/F1-1):.2f} percent")
print(f"rate density at {T1:.0f} K, quadrature: {R1:.5f} 1/eV")
print(f"rate density at {T1:.0f} K, sampling: {S1:.4f} 1/eV")
print(f"rate density at {T2:.0f} K, quadrature: {R2:.5f} 1/eV")
print(f"rate density at {T2:.0f} K, sampling: {S2:.4f} 1/eV")
print(f"factor (T2/T1)^(-3/2): {(T2/T1)**-1.5:.4f}")
print(f"rate ratio, leading form: {L2/L1:.4f}")
print(f"rate ratio, quadrature: {R2/R1:.4f}")
print(f"chosen gap reduction at {T2:.0f} K: {1000*gap_drop:.1f} meV")
print(f"activation-factor ratio with reduced gap: {F2_shifted/F1:.4f}")
print(f"two-hole process, activation energy: {Ea_holes:.6f} eV")
print(f"two-hole process, factor at {T1:.0f} K: {H1:.3e}")
print(f"two-hole process, factor at {T2:.0f} K: {H2:.3e}")
print(f"two-hole process, ratio of factors: {H2/H1:.2f}")
print("all tests passed")
```

It prints:

```
gap: 0.800 eV
electron mass: 0.045 free-electron masses
hole mass: 0.450 free-electron masses
temperatures: 300 K and 350 K
Boltzmann constant: 8.617333e-05 eV/K
thermal energy at 300 K: 0.025852 eV
thermal energy at 350 K: 0.030161 eV
ratio a = (m_e+m_h)/m_e: 11.0000
activation energy: 0.072727 eV = 0.002673 hartree
kinetic energy of each initial electron: 0.006061 eV
kinetic energy of initial hole: 0.060606 eV
kinetic energy of final electron: 0.872727 eV
wavevector of each initial electron: 0.004477 1/bohr
wavevector of initial hole: 0.044772 1/bohr
wavevector of final electron: 0.053726 1/bohr
exponent E_a/(k_B T) at 300 K: 2.81322
exponent E_a/(k_B T) at 350 K: 2.41133
activation factor at 300 K: 0.06001
activation factor at 350 K: 0.08970
change of its logarithm: 0.40189
ratio of activation factors: 1.4946
difference of activation factors: 0.02968
relative increase: 49.46 percent
rate density at 300 K, quadrature: 0.32093 1/eV
rate density at 300 K, sampling: 0.3205 1/eV
rate density at 350 K, quadrature: 0.38320 1/eV
rate density at 350 K, sampling: 0.3819 1/eV
factor (T2/T1)^(-3/2): 0.7936
rate ratio, leading form: 1.1861
rate ratio, quadrature: 1.1940
chosen gap reduction at 350 K: 20.0 meV
activation-factor ratio with reduced gap: 1.5875
two-hole process, activation energy: 0.727273 eV
two-hole process, factor at 300 K: 6.058e-13
two-hole process, factor at 350 K: 3.371e-11
two-hole process, ratio of factors: 55.64
all tests passed
```
